# Avalanche triggering probabilities of electrons and holes above breakdown: test program

```python
"""Avalanche triggering probabilities in a diode above breakdown.

Result under test: with electrons drifting to +x and holes to -x in 0<x<W,
  Pe' = -alpha (1-Pe) S,  Ph' = beta (1-Ph) S,  S = Pe + Ph - Pe Ph,
  Pe(W) = 0, Ph(0) = 0,
has the solution S = p/(p+(1-p) exp(phi)), phi = int_0^x (alpha-beta),
  -ln(1-p) = p int_0^W alpha/(p+(1-p) exp(phi)) dx,
which is non-zero only if I = int_0^W alpha exp(-phi) dx > 1.
Pe, Ph, S: probability that an electron, a hole, a pair at x starts an
endless avalanche; alpha, beta: ionization coefficients of electrons, holes;
p = Pe(0).  Lengths in micrometres, fields in V/um, coefficients in 1/um.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

WIDTH, SLOPE = 1.0, 10.0              # um, V/um^2
A_E, B_E, A_H, B_H = 80.0, 120.0, 160.0, 200.0
P_LAYER, N_LAYER = 0.5, 2.0           # neutral layers, um
EXCESS = 4.0                         # working voltage above breakdown, V
x = np.linspace(0.0, WIDTH, 4001)
rng = np.random.default_rng(12345)


def coefficients(position, peak_field):
    field = peak_field - SLOPE * position
    return A_E * np.exp(-B_E / field), A_H * np.exp(-B_H / field)


def running(f):
    """Integral of f from 0 to each grid point (trapezoid rule)."""
    return np.concatenate(([0.0], np.cumsum((f[1:] + f[:-1]) / 2))) * (x[1] - x[0])


def threshold_integral(peak_field):
    alpha, beta = coefficients(x, peak_field)
    return running(alpha * np.exp(-running(alpha - beta)))[-1]


def closed_form(alpha, beta):
    """S, Pe, Ph on the grid, for a diode above breakdown."""
    growth = np.exp(running(alpha - beta))

    def residual(p):
        return -np.log1p(-p) / p - running(alpha / (p + (1 - p) * growth))[-1]
    p = brentq(residual, 1e-9, 1 - 1e-12, xtol=1e-14)
    s = p / (p + (1 - p) * growth)
    a = running(alpha * s)
    return s, 1 - np.exp(a - a[-1]), 1 - np.exp(-running(beta * s))


def shooting(peak_field):
    """Pe(0) and Ph(W) from direct integration of the coupled equations."""
    def rhs(position, y):
        alpha, beta = coefficients(position, peak_field)
        s = y[0] + y[1] - y[0] * y[1]
        return [-alpha * (1 - y[0]) * s, beta * (1 - y[1]) * s]

    def end(p):
        return solve_ivp(rhs, (0, WIDTH), [p, 0.0], rtol=1e-10, atol=1e-13).y[:, -1]
    p = brentq(lambda q: end(q)[0], 1e-4, 0.999, xtol=1e-12)
    return p, end(p)[1]


def generations(alpha, beta, s, count=600):
    """Repeat S -> 1-exp(-K S), K = mean number of directly made pairs."""
    for _ in range(count):
        a = running(alpha * s)
        s = 1 - np.exp(-(a[-1] - a) - running(beta * s))
    return s


def offspring_matrix(peak_field, cells=400):
    h = WIDTH / cells
    mid = (np.arange(cells) + 0.5) * h
    alpha, beta = coefficients(mid, peak_field)
    ones = np.ones((cells, cells))
    k = np.triu(ones, 1) * alpha + np.tril(ones, -1) * beta
    return mid, h * (k + np.diag((alpha + beta) / 2))


def simulate(position, is_electron, trial, trials, alpha, beta, cap=150):
    """Fraction of trials whose avalanche outgrows cap carriers.

    Each carrier draws its next ionization point; carriers that leave are lost.
    After each round every ionization point holds at least one fresh pair,
    so extinction from more than cap carriers is very improbable.
    """
    sum_a, sum_b = running(alpha), running(beta)
    triggered = np.zeros(trials, dtype=bool)
    while position.size:
        draw = rng.exponential(size=position.size)
        reach = np.where(is_electron, np.interp(position, x, sum_a) + draw,
                         np.interp(position, x, sum_b) - draw)
        alive = np.where(is_electron, reach < sum_a[-1], reach > 0)
        reach, is_electron, trial = reach[alive], is_electron[alive], trial[alive]
        spot = np.where(is_electron, np.interp(reach, sum_a, x),
                        np.interp(reach, sum_b, x))
        new = np.ones(spot.size, dtype=bool)
        position = np.tile(spot, 3)
        is_electron = np.concatenate((is_electron, new, ~new))
        trial = np.tile(trial, 3)
        triggered |= np.bincount(trial, minlength=trials) > cap
        keep = ~triggered[trial]
        position, is_electron, trial = position[keep], is_electron[keep], trial[keep]
    return triggered.mean()


def agrees(fraction, probability, trials):
    return abs(fraction - probability) < 4.5 * np.sqrt(
        probability * (1 - probability) / trials)


# Breakdown: closed criterion against the spectrum of the offspring matrix
peak_bd = brentq(lambda f: threshold_integral(f) - 1, 20, 60, xtol=1e-12)
volt_bd = peak_bd * WIDTH - SLOPE * WIDTH**2 / 2
radius = [max(abs(np.linalg.eigvals(offspring_matrix(peak_bd + d / WIDTH)[1])))
          for d in (-1.0, 0.0, 1.0)]
assert abs(radius[1] - 1) < 1e-4 and radius[0] < 0.99 and radius[2] > 1.01
field_au = peak_bd * 1e6 / physical_constants["atomic unit of electric field"][0]
print(f"layer width {WIDTH:.1f} um, field slope {SLOPE:.1f} V/um^2")
print(f"electron coefficient: {A_E:.0f} /um, {B_E:.0f} V/um")
print(f"hole coefficient: {A_H:.0f} /um, {B_H:.0f} V/um")
print(f"breakdown peak field {peak_bd:.3f} V/um")
print(f"breakdown peak field {field_au:.3e} atomic units")
print(f"breakdown voltage {volt_bd:.3f} V")
print("largest offspring eigenvalue at -1, 0, +1 V: "
      + ", ".join(f"{r:.4f}" for r in radius))

# Mean number of pairs below breakdown
mid, k_below = offspring_matrix(peak_bd - 1.0 / WIDTH)
gain = np.linalg.solve(np.eye(mid.size) - k_below, np.ones(mid.size))
al, be = coefficients(x, peak_bd - 1.0 / WIDTH)
gain_formula = np.exp(-running(al - be)) / (1 - threshold_integral(peak_bd - 1.0 / WIDTH))
assert np.allclose(gain, np.interp(mid, x, gain_formula), rtol=1e-3)
assert generations(al, be, np.ones_like(x)).max() < 1e-6
print(f"mean pairs at -1 V, pair born at x=0: {gain_formula[0]:.3f}")
print(f"mean pairs at -1 V, pair born at x=W: {gain_formula[-1]:.3f}")

# Onset just above breakdown
al, be = coefficients(x, peak_bd)
w = np.exp(-running(al - be))
j_half = running(al * w**2)[-1] - 0.5
assert abs(j_half - running(al * w * running(be * w))[-1]) < 1e-5 and j_half > 0
small = 0.005
rise = threshold_integral(peak_bd + small / WIDTH) - 1
p_small, h_small = shooting(peak_bd + small / WIDTH)
assert abs(p_small / (rise / j_half) - 1) < 0.02
assert abs(h_small / p_small / w[-1] - 1) < 0.02
print(f"J - 1/2 at breakdown: {j_half:.4f}")
print(f"onset slope of Pe(0): {rise / small / j_half:.4f} per V")
print(f"onset slope of Ph(W): {rise / small / j_half * w[-1]:.4f} per V")

# Voltage dependence: closed form against the differential equations
print("excess V | I | Pe(0) | S(W/2) | Ph(W) | odds ratio")
for excess in (1.0, 2.0, 4.0, 8.0):
    peak = peak_bd + excess / WIDTH
    al, be = coefficients(x, peak)
    s, pe, ph = closed_form(al, be)
    p_ode, h_ode = shooting(peak)
    assert abs(pe[0] - p_ode) < 1e-5 and abs(ph[-1] - h_ode) < 1e-5
    odds = p_ode / (1 - p_ode) / (h_ode / (1 - h_ode))
    assert abs(odds / np.exp(running(al - be)[-1]) - 1) < 1e-4
    print(f"{excess:.1f} | {threshold_integral(peak):.4f} | {pe[0]:.4f} | "
          f"{s[2000]:.4f} | {ph[-1]:.4f} | {odds:.3f}")

# Working point: uniqueness, position dependence, role of the coefficients
peak = peak_bd + EXCESS / WIDTH
al, be = coefficients(x, peak)
s, pe, ph = closed_form(al, be)
for start in (np.ones_like(x), np.full_like(x, 1e-3), 0.01 + 0.9 * x):
    assert np.max(abs(generations(al, be, start) - s)) < 1e-5
assert np.all(al > be) and np.all(np.diff(s) < 0)
swapped = generations(be, al, np.ones_like(x))
assert np.all(np.diff(swapped) > 0)
equal = generations(al, al, 0.2 + 0.7 * x)
assert np.ptp(equal) < 1e-8 and equal[0] > 0.1
print(f"working point: {EXCESS:.1f} V excess, total {volt_bd + EXCESS:.3f} V")
print(f"alpha at x=0, W: {al[0]:.3f}, {al[-1]:.3f} /um")
print(f"beta at x=0, W: {be[0]:.3f}, {be[-1]:.3f} /um")
print("x (um) | Pe | Ph | S")
for i in range(0, 4001, 1000):
    print(f"{x[i]:.2f} | {pe[i]:.4f} | {ph[i]:.4f} | {s[i]:.4f}")
print(f"swapped coefficients: S(0) {swapped[0]:.4f}, S(W) {swapped[-1]:.4f}")
print(f"beta set equal to alpha: S {equal[0]:.4f} at every x")

# Monte Carlo avalanches from single carriers and pairs
trials = 6000
label = np.arange(trials)
yes = np.ones(trials, dtype=bool)
print(f"Monte Carlo, {trials} trials each: simulated | formula")
for name, place, kind, value in (("electron at 0", 0.0, yes, pe[0]),
                                 ("hole at W", WIDTH, ~yes, ph[-1]),
                                 ("electron at W/2", WIDTH / 2, yes, pe[2000]),
                                 ("hole at W/2", WIDTH / 2, ~yes, ph[2000])):
    found = simulate(np.full(trials, place), kind, label, trials, al, be)
    assert agrees(found, value, trials), name
    print(f"{name}: {found:.4f} | {value:.4f}")
both = simulate(np.full(2 * trials, WIDTH / 2), np.concatenate((yes, ~yes)),
                np.tile(label, 2), trials, al, be)
assert agrees(both, s[2000], trials)
print(f"pair at W/2: {both:.4f} | {s[2000]:.4f}")


# Detection efficiency for light entering through either neutral layer
def efficiency(length, from_p):
    first, last = (P_LAYER, N_LAYER) if from_p else (N_LAYER, P_LAYER)
    depth = first + (x if from_p else WIDTH - x)
    in_first = 1 - np.exp(-first / length)
    in_last = np.exp(-(first + WIDTH) / length) * (1 - np.exp(-last / length))
    f_p, f_n = (in_first, in_last) if from_p else (in_last, in_first)
    density = np.exp(-depth / length) / length
    f_mid = running(density)[-1]
    return f_p, f_mid, f_n, f_p * pe[0] + running(density * s)[-1] + f_n * ph[-1]


def photon_trials(length, from_p):
    depth = rng.exponential(length, size=trials)
    place = depth - P_LAYER if from_p else WIDTH + N_LAYER - depth
    inside = (place > -P_LAYER) & (place < WIDTH + N_LAYER)
    electron = inside & (place < WIDTH)
    hole = inside & (place > 0)
    spot = np.clip(place, 0, WIDTH)
    return simulate(np.concatenate((spot[electron], spot[hole])),
                    np.concatenate((yes[electron], ~yes[hole])),
                    np.concatenate((label[electron], label[hole])), trials, al, be)


print(f"neutral layers: p {P_LAYER:.1f} um, n {N_LAYER:.1f} um")
print("absorbed fractions in p, depleted, n layer | efficiency | simulated")
for length in (0.2, 5.0):
    for from_p in (True, False):
        f_p, f_mid, f_n, eta = efficiency(length, from_p)
        found = photon_trials(length, from_p)
        assert agrees(found, eta, trials)
        side = "p" if from_p else "n"
        print(f"length {length:.1f} um, {side} side: {f_p:.4f}, {f_mid:.4f}, "
              f"{f_n:.4f} | {eta:.4f} | {found:.4f}")
        print(f"  efficiency per absorbed photon: {eta / (f_p + f_mid + f_n):.4f}")

print("no test failed")
```

Printed output:

```
layer width 1.0 um, field slope 10.0 V/um^2
electron coefficient: 80 /um, 120 V/um
hole coefficient: 160 /um, 200 V/um
breakdown peak field 37.265 V/um
breakdown peak field 7.247e-05 atomic units
breakdown voltage 32.265 V
largest offspring eigenvalue at -1, 0, +1 V: 0.8713, 1.0000, 1.1394
mean pairs at -1 V, pair born at x=0: 17.556
mean pairs at -1 V, pair born at x=W: 4.013
J - 1/2 at breakdown: 0.1066
onset slope of Pe(0): 0.5207 per V
onset slope of Ph(W): 0.1019 per V
excess V | I | Pe(0) | S(W/2) | Ph(W) | odds ratio
1.0 | 1.0541 | 0.3965 | 0.1797 | 0.0989 | 5.989
2.0 | 1.1054 | 0.6259 | 0.3391 | 0.1920 | 7.042
4.0 | 1.2008 | 0.8474 | 0.5903 | 0.3620 | 9.786
8.0 | 1.3716 | 0.9705 | 0.8609 | 0.6358 | 18.856
working point: 4.0 V excess, total 36.265 V
alpha at x=0, W: 4.367, 1.723 /um
beta at x=0, W: 1.257, 0.267 /um
x (um) | Pe | Ph | S
0.00 | 0.8474 | 0.0000 | 0.8474
0.25 | 0.6636 | 0.1934 | 0.7286
0.50 | 0.4221 | 0.2909 | 0.5903
0.75 | 0.1860 | 0.3390 | 0.4620
1.00 | 0.0000 | 0.3620 | 0.3620
swapped coefficients: S(0) 0.3117, S(W) 0.8159
beta set equal to alpha: S 0.9380 at every x
Monte Carlo, 6000 trials each: simulated | formula
electron at 0: 0.8503 | 0.8474
hole at W: 0.3633 | 0.3620
electron at W/2: 0.4247 | 0.4221
hole at W/2: 0.2985 | 0.2909
pair at W/2: 0.5967 | 0.5903
neutral layers: p 0.5 um, n 2.0 um
absorbed fractions in p, depleted, n layer | efficiency | simulated
length 0.2 um, p side: 0.9179, 0.0815, 0.0006 | 0.8395 | 0.8400
  efficiency per absorbed photon: 0.8395
length 0.2 um, n side: 0.0000, 0.0000, 1.0000 | 0.3620 | 0.3640
  efficiency per absorbed photon: 0.3620
length 5.0 um, p side: 0.0952, 0.1640, 0.2442 | 0.2682 | 0.2605
  efficiency per absorbed photon: 0.5328
length 5.0 um, n side: 0.0522, 0.1215, 0.3297 | 0.2350 | 0.2353
  efficiency per absorbed photon: 0.4668
no test failed
```
